# How a growing and evaporating oxide scale approaches its limiting thickness

**Question**

A metal is held at constant temperature in a flowing oxidising gas. Its oxide scale, of thickness $X$, grows by diffusion, and the outer surface of the oxide evaporates at a constant rate. I am told to use

$$\frac{dX}{dt}=\frac{k}{X}-v ,\qquad X(0)=0,$$

to find the limiting thickness, and to derive how the scale approaches it. The numbers are $k=2.0\times10^{-13}\ \mathrm{cm^2/s}$ and $v=4.0\times10^{-10}\ \mathrm{cm/s}$. One volume of metal gives $\phi=2$ volumes of oxide.

Without evaporation I get $X=\sqrt{2kt}$, so I subtracted the evaporated thickness and wrote $X=\sqrt{2kt}-vt$. But this rises, falls again and ends up negative. If I integrate the equation properly instead, I worry about the infinite rate at $X=0$, and I end up with a logarithm that I can't solve for $X$. And if the thickness does settle down, does that mean the metal has stopped oxidising?

**Answer**

Your subtraction fails because the two processes are not independent. Evaporation thins the barrier through which diffusion takes place, and a thinner barrier lets the oxide grow faster. The growth term must therefore contain the actual thickness, not the thickness the scale would have had without evaporation. The differential equation does this; the difference of the two separate solutions does not.

**What the equation assumes**

The term $k/X$ describes a diffusion flux driven by a fixed difference of chemical potential across a scale of thickness $X$. It requires the concentration profile to adjust quickly compared with the change in thickness. If $D$ is the diffusivity with which this profile relaxes, the adjustment takes a time of order $X^2/D$, while growth at the rate $k/X$ changes the thickness appreciably in a time of order $X^2/k$. The condition is therefore $k\ll D$. When ions move by way of a few vacancies, $D$ is of the order of the vacancy diffusivity, not the much smaller tracer diffusivity of the ions, which can be comparable with $k$. For a scale that starts far thicker than $k/v$, evaporation changes the thickness faster than growth does, and the term $k/X$ is then accurate only if also $vX\ll D$. The thickness itself is less sensitive to this, because $v$ dominates the rate there.

I also take $k$ and $v$ as positive constants, the scale as flat, dense and adherent, and the metal as thick enough not to be used up. Two conventions matter for the factors:

- With $v=0$ the equation gives $X\,dX=k\,dt$, hence $X^2=2kt$. If a parabolic constant $K$ is defined by $X^2=Kt$, then $k=K/2$.
- The rate $v$ is the thickness of *oxide* lost per unit time, not the thickness of metal.

**The limiting thickness**

A constant thickness requires $dX/dt=0$, so $k/X=v$ and

$$X_L=\frac{k}{v}.$$

This shows that a stationary thickness exists, but not yet that the scale goes there. For that, look at the sign of the rate. If $X<k/v$, then $k/X>v$ and the scale thickens. If $X>k/v$, then $k/X<v$ and it thins. Both sides lead towards $X_L$.

The speed of the return follows from a small deviation, $X=X_L+\delta$. Since $k/X_L=v$,

$$\frac{d\delta}{dt}=\frac{v}{1+\delta/X_L}-v\approx-\frac{v}{X_L}\,\delta=-\frac{v^2}{k}\,\delta .$$

Small deviations decay exponentially with the time constant

$$\tau=\frac{k}{v^2}.$$

**Integrating the equation**

Measure thickness in units of $X_L$ and time in units of $\tau$:

$$x=\frac{X}{X_L}=\frac{vX}{k},\qquad s=\frac{t}{\tau}=\frac{v^2t}{k}.$$

The left side becomes $dX/dt=(X_L/\tau)\,dx/ds$, and $X_L/\tau=(k/v)(v^2/k)=v$. On the right, $k/X=k/(X_Lx)=v/x$. Dividing by $v$ gives

$$\frac{dx}{ds}=\frac1x-1=\frac{1-x}{x}.$$

Both parameters have disappeared, so all bare-surface starts follow one curve in these units. Now separate the variables:

$$ds=\frac{x}{1-x}\,dx .$$

This form also removes your worry about the start. The rate $dx/ds$ is infinite at $x=0$, but its inverse $ds/dx=x/(1-x)$ is simply zero there. Time as a function of thickness is perfectly regular at a bare surface.

To integrate, write the numerator as $x=1-(1-x)$:

$$\frac{x}{1-x}=\frac{1}{1-x}-1 .$$

Then, from $0$ to $x<1$,

$$s=\int_0^x\left(\frac{1}{1-y}-1\right)dy=-\ln(1-x)-x .$$

Restoring the original quantities gives the required law:

$$t=\frac{k}{v^2}\left[-\frac{vX}{k}-\ln\!\left(1-\frac{vX}{k}\right)\right],\qquad 0\le X<\frac kv .$$

The logarithm is negative, so its contribution to $t$ is positive. Differentiating gives $ds/dx=-1+1/(1-x)=x/(1-x)$, as it should.

As $X\to k/v$ the logarithm diverges. The limit is approached but not reached in any finite time.

**Solving for the thickness**

The law gives $t$ directly when $X$ is known. In the other direction, $s$ rises steadily from $0$ to infinity as $x$ goes from $0$ to $1$, so each time corresponds to one thickness, which bisection will find.

No elementary rearrangement isolates $x$, but the Lambert function $W$, defined by $We^W=z$, does. Put $u=1-x$. The law becomes $s=u-1-\ln u$, so

$$\ln u-u=-1-s\quad\Rightarrow\quad ue^{-u}=e^{-1-s}\quad\Rightarrow\quad(-u)e^{-u}=-e^{-1-s}.$$

Hence $-u=W(-e^{-1-s})$. Because $0<u\le1$, the value of $W$ must lie between $-1$ and $0$, which selects the principal branch $W_0$:

$$X=\frac kv\left[1+W_0\!\left(-e^{-1-v^2t/k}\right)\right].$$

**Early times: what replaces your subtraction**

For small $x$, use $-\ln(1-x)=x+x^2/2+x^3/3+\dots$. The linear terms cancel:

$$s=\frac{x^2}{2}+\frac{x^3}{3}+\dots$$

Let $p=\sqrt{2s}$, so that $p^2=x^2+\tfrac23x^3+\dots$, and try $x=p+ap^2+\dots$. To third order in $p$,

$$p^2=p^2+2ap^3+\tfrac23p^3 ,$$

which requires $a=-\tfrac13$. Thus $x=\sqrt{2s}-\tfrac23s+\dots$. Multiplying by $X_L$, and using $X_L\sqrt{2t/\tau}=\sqrt{2kt}$ and $X_L/\tau=v$, gives

$$X=\sqrt{2kt}-\frac23vt+\dots\qquad(t\ll\tau).$$

The correction is $\tfrac23vt$, not $vt$. To see the missing third physically, write $X=X_p+\delta$ with $X_p=\sqrt{2kt}$, and keep first order in the small $\delta$:

$$\frac{d\delta}{dt}=-\frac{k}{X_p^2}\,\delta-v=-\frac{\delta}{2t}-v .$$

The first term is the faster growth through a thinned scale: for negative $\delta$ it is positive. Inserting $\delta=-ct$ gives $-c=c/2-v$, so $c=2v/3$. One third of the evaporated thickness has been replaced by extra growth.

Letting $v\to0$ at fixed $t$ makes $\tau$ infinite and returns the parabolic law $X^2=2kt$.

**Late times and other starting thicknesses**

The law can also be written $1-x=e^{-s-x}$. Near the limit, $x$ in the exponent may be replaced by $1$:

$$1-\frac{X}{X_L}\approx e^{-1-t/\tau}\qquad(t\gg\tau).$$

This is the exponential decay found from the small deviation, now with its prefactor.

If the scale starts with thickness $X_0=x_0X_L$, where $x_0\ne1$, the same integral runs from $x_0$ to $x$:

$$s=x_0-x+\ln\frac{1-x_0}{1-x}.$$

The scale cannot cross $x=1$, since it would need infinite time to get there. Both differences in the logarithm therefore have the same sign, and the ratio is positive. At late times

$$1-x\approx(1-x_0)\,e^{x_0-1-s}.$$

For $x_0>1$ both sides are negative: a scale that is too thick thins towards the same limit. The initial thickness changes the prefactor, but neither $X_L$ nor $\tau$.

**Your numbers**

The limiting thickness and the time scale are

$$X_L=\frac{2.0\times10^{-13}}{4.0\times10^{-10}}\ \mathrm{cm}=5.0\times10^{-4}\ \mathrm{cm}=5.0\ \mathrm{\mu m},$$

$$\tau=\frac{2.0\times10^{-13}}{(4.0\times10^{-10})^2}\ \mathrm{s}=1.25\times10^6\ \mathrm{s}\approx347\ \mathrm h .$$

The times to reach given fractions of the limit follow directly:

- 50 per cent: $s=-0.5+\ln2=0.193$, so $t\approx67$ h.
- 90 per cent: $s=-0.9+\ln10=1.403$, so $t\approx487$ h.
- 99 per cent: $s=-0.99+\ln100=3.615$, so $t\approx1255$ h.

The first half of the thickness comes quickly because a thin scale grows fast. The last few per cent are slow because growth and evaporation nearly cancel.

Solving the law for $X$ at chosen times gives:

| Time (h) | $X$ (µm) | $\sqrt{2kt}$ (µm) |
|---:|---:|---:|
| 10 | 1.106 | 1.200 |
| 100 | 2.90 | 3.79 |
| 300 | 4.07 | 6.57 |
| 1000 | 4.89 | 12.00 |

You can verify an entry by hand. At 100 h, $x=2.9018/5=0.5804$, and $-0.5804-\ln(0.4196)=0.288$, which agrees with $t/\tau=100/347.22=0.288$.

At 10 h the evaporated thickness is $vt=0.144$ µm. Your subtraction gives $1.200-0.144=1.056$ µm, which is about 4.5 per cent below the solution of the equation. The early formula gives $1.200-0.096=1.104$ µm, within about 0.2 per cent of it. At 1000 h your expression gives $12.0-14.4=-2.4$ µm, the negative thickness you noticed. The early formula is no use there either, since $t/\tau=2.88$ is not small.

The late formula does apply at 1000 h. It predicts a remaining gap of $e^{-3.88}=0.0207$ of the limit, against $0.0211$ from the full law. The estimate is about 2 per cent low relative to the gap itself. The reason is visible in $1-x=e^{-s-x}$: replacing $x$ by $1$ drops a factor $e^{1-x}$, here $e^{0.021}\approx1.02$.

**Has the metal stopped oxidising?**

No. A constant thickness means that new oxide forms as fast as old oxide evaporates. The thickness of oxide formed per unit time is $k/X$, and the rate equation says

$$\frac kX=\frac{dX}{dt}+v .$$

Integrating from a bare surface gives the total oxide formed, expressed as a thickness:

$$\int_0^t\frac{k}{X(t')}\,dt'=X(t)+vt .$$

This is the oxide still present plus the oxide that has evaporated. For a flat surface, the depth of metal consumed is smaller by the volume ratio $\phi$:

$$M(t)=\frac{X(t)+vt}{\phi}.$$

After 1000 h,

$$M=\frac{4.89+14.40}{2}\ \mathrm{\mu m}\approx9.6\ \mathrm{\mu m},$$

whereas without evaporation it would be $12.0/2=6.0$ µm. The evaporating scale is less than half as thick, yet more metal has been lost. The ratio of the two thicknesses depends on time: it drops below one half at about 600 h and keeps falling, because $X$ levels off while $\sqrt{2kt}$ goes on growing. For a bare start with the same $k$ the scale is thinner and the metal loss greater at every $t>0$: since $d(X^2)/dt=2k-2vX<2k$, the evaporating scale stays thinner than the parabolic one, and its growth rate $k/X$ stays higher.

Once $X$ has settled, the metal recedes at the constant rate

$$\frac{dM}{dt}\to\frac v\phi=2.0\times10^{-10}\ \mathrm{cm/s}.$$

The history thus begins as parabolic and ends as linear attack, which is why it is called paralinear oxidation. Once the thickness has settled, its constant value does not by itself reveal the continuing loss of metal. A series of thicknesses measured from the start can reveal it if the model holds, because the shape of the curve fixes both $k$ and $v$, provided the series extends to times of order $\tau$ (for $t\ll\tau$, $v$ enters only through the small correction $\tfrac23vt$, which is easily lost in scatter); with $\phi$ known, the final recession rate $v/\phi$ follows.

**Where the model stops working**

The infinite initial rate is not physical. On a very thin scale, the reaction at an interface can limit growth instead of diffusion. If that step acts as a linear resistance in series with diffusion, equivalent to an extra oxide thickness $\ell$, the rate equation becomes

$$\frac{dX}{dt}=\frac{k}{X+\ell}-v .$$

Oxide then forms at the finite initial rate $k/\ell$, so a bare surface starts to thicken at the net rate $k/\ell-v$. The limiting thickness is $k/v-\ell$, provided this is positive. If $\ell\ge k/v$, evaporation can remove oxide at least as fast as it forms, and no lasting scale builds up. The simple result $k/v$ therefore requires $\ell\ll k/v$.

It also fails if the scale cracks or spalls, if the metal runs out, or if $k$ or $v$ changes during exposure. For example, if the gas becomes loaded with the volatile oxide, $v$ falls and the thickness at which the two rates balance moves upwards.

The numerical output below gives the values used here to more digits. The bare-surface law and the late-time decay were also tested against direct numerical integration of the rate equation, including starts from below and above the limit.

## Table of computed values

```
growth constant k = 2.00e-13 cm^2/s
evaporation rate v = 4.00e-10 cm/s
oxide/metal volume ratio phi = 2.00 (no unit)
limiting thickness k/v = 5.0000e-04 cm
limiting thickness, converted = 5.000 um
time scale k/v^2 = 1.2500e+06 s
time scale, converted = 347.22 h
reach 50% of limit: t/tau = 0.1931 (no unit), t = 67.1 h
reach 90% of limit: t/tau = 1.4026 (no unit), t = 487.0 h
reach 99% of limit: t/tau = 3.6152 (no unit), t = 1255.3 h
at 10 h: t/tau = 0.0288 (no unit)
  thickness with evaporation = 1.1060 um
  purely parabolic thickness = 1.2000 um
at 100 h: t/tau = 0.2880 (no unit)
  thickness with evaporation = 2.9018 um
  purely parabolic thickness = 3.7947 um
at 300 h: t/tau = 0.8640 (no unit)
  thickness with evaporation = 4.0654 um
  purely parabolic thickness = 6.5727 um
at 1000 h: t/tau = 2.8800 (no unit)
  thickness with evaporation = 4.8945 um
  purely parabolic thickness = 12.0000 um
two-term early formula at 10 h = 1.1040 um
fractional gap to limit at 1000 h = 0.02109 (no unit)
late formula for that gap = 0.02065 (no unit)
oxide evaporated in 1000 h = 14.400 um
total oxide formed in 1000 h = 19.295 um
metal recession in 1000 h = 9.647 um
metal recession without evaporation = 6.000 um
final metal recession rate v/phi = 2.000e-10 cm/s
late recession rate from integration = 2.000e-10 cm/s
```
